# Building a Christiansen–Lee–Pitzer pseudo-orbital and finding its smallest matching radius: test program

```python
# RESULT UNDER TEST: the Christiansen-Lee-Pitzer pseudo-orbital chi of Be 2s.
#   chi(r) = phi(r) for r >= rc,  chi(r) = x^b * sum_k a_k x^k for r < rc, x = r/rc,
# matched to phi through the third derivative and normalized. phi = r*R(r) is the
# Hartree-Fock 2s orbital. In s = 1-x the inner factor is a cubic Taylor polynomial
# plus tau*s^4, and tau solves a quadratic equation. Only the larger tau can be
# nodeless; chi is admissible (no node, at most two inflections) exactly when
# a_0 > 0 and chi'' changes sign twice. The program finds the smallest such rc.
# Hartree atomic units throughout.
from functools import lru_cache
from math import ceil, comb, factorial, perm
import numpy as np
from numpy.polynomial import polynomial as npoly
from numpy.polynomial.legendre import leggauss, legvander
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import beta, eval_genlaguerre, gammaln
from pyscf import gto

CHARGE, SIZE, DECAY, POINTS = 4, 70, 3.0, 400
SMALL_SIZE, SMALL_DECAY = 30, 1.8          # smaller basis, for comparison only
BOHR_IN_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
HARTREE_IN_EV = physical_constants["Hartree energy in eV"][0]


def laguerre_basis(r, power, order=0, size=SIZE, decay=DECAY):
    """Derivative of given order of orthonormal r^power * Laguerre * exponential."""
    # Beyond 400 bohr every function is negligible; the cap prevents overflow.
    r = np.minimum(np.atleast_1d(np.asarray(r, dtype=float)), 400.0)[:, None]
    n = np.arange(size)
    total = 0.0
    for k in range(order + 1):
        lag = np.where(n >= k, eval_genlaguerre(np.maximum(n - k, 0),
                       2.0 * power + k, 2 * decay * r), 0.0)
        m = order - k
        envelope = sum(comb(m, j) * perm(power, j) * r ** (power - j)
                       * (-decay) ** (m - j) for j in range(m + 1))
        total = total + comb(order, k) * (-2 * decay) ** k * envelope * lag
    norm = np.exp(0.5 * ((2 * power + 1) * np.log(2 * decay)
                         + gammaln(n + 1) - gammaln(n + 2 * power + 1)))
    return total * np.exp(-decay * r) * norm


# Radial quadrature and the monopole Coulomb kernel by spectral integration.
node_x, weight_x = leggauss(POINTS)
grid = 2.0 * (1 + node_x) / (1 - node_x)
weight = weight_x * 4.0 / (1 - node_x) ** 2
legendre = legvander(node_x, POINTS)
integrated = np.empty((POINTS, POINTS))
integrated[:, 0] = (node_x + 1) / 2
integrated[:, 1:] = (legendre[:, 2:] - legendre[:, :POINTS - 1]) / 2
cumulative = integrated @ legendre[:, :POINTS].T * weight[None, :]
kernel = cumulative / grid[:, None] + (weight[None, :] - cumulative) / grid[None, :]


def grid_two_body(basis):
    """Return the map density matrix -> 2J - K for s orbitals on the grid."""
    def two_body(density):
        on_grid = basis @ density @ basis.T
        hartree = kernel @ np.diag(on_grid)
        coulomb = (basis * (weight * hartree)[:, None]).T @ basis
        exchange = (basis * weight[:, None]).T @ (on_grid * kernel) @ basis
        return 2 * coulomb - (exchange + exchange.T) / 2
    return two_body


def solve_scf(one_body, two_body, pairs, overlap=None):
    """Closed-shell self-consistent field with damped density."""
    density = np.zeros_like(one_body)
    previous = np.zeros(pairs)
    for step in range(80):
        energies, vectors = eigh(one_body + two_body(density), overlap)
        new = vectors[:, :pairs] @ vectors[:, :pairs].T
        density = new if step == 0 else 0.7 * new + 0.3 * density
        change = np.max(np.abs(energies[:pairs] - previous))
        previous = energies[:pairs].copy()
    assert change < 1e-8
    total = np.sum(density * (2 * one_body + two_body(density)))
    return total, energies, vectors, density


def beryllium(size, decay):
    """Hartree-Fock atom, with the pointwise error of the 2s equation."""
    basis = laguerre_basis(grid, 1, 0, size, decay)
    slope = laguerre_basis(grid, 1, 1, size, decay)
    kinetic = 0.5 * (slope * weight[:, None]).T @ slope
    attraction = -(basis * (weight * CHARGE / grid)[:, None]).T @ basis
    energy, levels, vectors, density = solve_scf(
        kinetic + attraction, grid_two_body(basis), 2)
    core, valence = (basis @ vectors[:, :2]).T
    second = laguerre_basis(grid, 1, 2, size, decay) @ vectors[:, 1]
    local = -CHARGE / grid + 2 * kernel @ core ** 2 + kernel @ valence ** 2
    residual = (-second / 2 + (local - levels[1]) * valence
                - core * (kernel @ (core * valence)))
    window = (grid > 2) & (grid < 8.2)
    error = np.max(np.abs(grid[window] * residual[window] / valence[window]))
    return energy, levels[1], vectors[:, 1], 2 * np.sum(density * kinetic), error


hf_energy, eps, coefficients, hf_kinetic, pointwise = beryllium(SIZE, DECAY)
pointwise_small = beryllium(SMALL_SIZE, SMALL_DECAY)[4]
assert abs(hf_energy + hf_kinetic) < 1e-6                         # virial theorem
assert pointwise < 1e-5

# Independent atom: even-tempered Gaussians with integrals from pyscf.
mol = gto.M(atom="Be 0 0 0", verbose=0,
            basis={"Be": [[0, [0.03 * 2.0 ** k, 1.0]] for k in range(20)]})
repulsion = mol.intor("int2e")
gauss_energy, gauss_levels, _, _ = solve_scf(
    mol.intor("int1e_kin") + mol.intor("int1e_nuc"),
    lambda d: 2 * np.einsum("pqrs,rs->pq", repulsion, d)
    - np.einsum("prqs,rs->pq", repulsion, d), 2, mol.intor("int1e_ovlp"))
assert -1e-6 < gauss_energy - hf_energy < 1e-4
assert abs(gauss_levels[1] - eps) < 1e-4

coefficients = coefficients.copy()
if (laguerre_basis(3.0, 1) @ coefficients)[0] < 0:
    coefficients *= -1


def phi(r, order=0):
    return laguerre_basis(r, 1, order) @ coefficients


def phi_zeros(order):
    """Zeros of the given derivative of phi between 0.02 and 14 bohr."""
    r = np.linspace(0.02, 14, 3000)
    f = phi(r, order)
    return np.array([brentq(lambda t: phi(t, order)[0], r[i], r[i + 1], xtol=1e-13)
                     for i in np.where(f[:-1] * f[1:] < 0)[0]])


phi_nodes, phi_extrema, phi_inflections = phi_zeros(0), phi_zeros(1), phi_zeros(2)
outer_node = phi_nodes[-1]
for order in (1, 2, 3):                       # analytic against finite differences
    difference = (phi(2.0001, order - 1) - phi(1.9999, order - 1))[0] / 0.0002
    assert abs(difference - phi(2.0, order)[0]) < 1e-6

unit_x, unit_w = leggauss(48)
unit_x, unit_w = (unit_x + 1) / 2, unit_w / 2
s_to_x = np.array([[comb(j, k) * (-1) ** k for j in range(5)] for k in range(5)], float)


@lru_cache(maxsize=None)
def matching_data(rc):
    """Scaled derivatives rc^k phi^(k)(rc), and the charge of phi inside rc."""
    scaled = tuple(phi(rc, k)[0] * rc ** k for k in range(4))
    return scaled, rc * np.sum(unit_w * phi(rc * unit_x) ** 2)


def construct(rc, b):
    """Coefficients in x for larger tau, smaller tau and tau = 0; None if no real tau."""
    d, charge = matching_data(rc)
    h = np.array([sum(comb(b + j - k - 1, j - k) * (-1) ** k * d[k] / factorial(k)
                      for k in range(j + 1)) for j in range(4)])
    i = np.arange(4)
    square = beta(2 * b + 1, 9)
    cross = h @ beta(2 * b + 1, i + 5)
    constant = h @ beta(2 * b + 1, i[:, None] + i[None, :] + 1) @ h
    discriminant = cross ** 2 - square * (constant - charge / rc)
    if discriminant < 0:
        return None
    root = np.sqrt(discriminant)
    taus = ((-cross + root) / square, (-cross - root) / square, 0.0)
    return [s_to_x @ np.append(h, tau) for tau in taus]


def curvature(a, b):
    """Coefficients of rc^2 * chi'' / x^(b-2)."""
    k = np.arange(5)
    return (b + k) * (b + k - 1) * a


def unit_roots(c):
    z = npoly.polyroots(c)
    return z[(np.abs(z.imag) < 1e-12) & (z.real > 0) & (z.real < 1)].real


def count(rc, b, a):
    """Nodes and inflections of the whole pseudo-orbital."""
    return (len(unit_roots(a)) + int(np.sum(phi_nodes > rc)),
            len(unit_roots(curvature(a, b))) + int(np.sum(phi_inflections > rc)))


def admissible(rc, b):
    solutions = construct(rc, b)
    if solutions is None:
        return False
    nodes, inflections = count(rc, b, solutions[0])
    return nodes == 0 and inflections <= 2


scan = [float(r) for r in np.arange(outer_node + 0.005, 4.0, 0.005)]


def smallest_radius(b):
    flags = []
    for rc in scan:
        flags.append(admissible(rc, b))
        solutions = construct(rc, b)
        if solutions is not None:
            upper, lower, _ = solutions
            assert len(unit_roots(lower)) > 0           # smaller tau always has a node
            two_inflections = count(rc, b, upper)[1] == 2
            assert flags[-1] == bool(upper[0] > 0 and two_inflections)
    assert any(flags) and not flags[0]
    first = flags.index(True)
    low, high = scan[first - 1], scan[first]
    for _ in range(36):
        middle = (low + high) / 2
        if admissible(middle, b):
            high = middle
        else:
            low = middle
    a = construct(high, b)[0]
    c = curvature(a, b)
    lead = abs(a[0]) / np.max(np.abs(a))
    turning = unit_roots(npoly.polyder(c))
    touch = (np.min(np.abs(npoly.polyval(turning, c))) / np.max(np.abs(c))
             if len(turning) else np.inf)
    assert min(lead, touch) < 1e-6                      # one of the two boundary events
    intervals = sum(f and not g for f, g in zip(flags[1:], flags[:-1]))
    return high, lead, touch, intervals


table = {b: smallest_radius(b) for b in (2, 3, 4)}
b = 2
r_min = table[b][0]
unsolvable = max((r for r in scan if r < r_min and construct(r, b) is None),
                 default=float("nan"))
rc = ceil(105 * r_min) / 100
assert admissible(rc, b)
a, _, a_taylor = construct(rc, b)
scaled, inner_charge = matching_data(rc)

# Rebuild the polynomial from its five defining conditions.
rows = [[perm(b + k, m) for k in range(5)] for m in range(4)] + [[1, 0, 0, 0, 0]]


def from_leading(lead):
    return np.linalg.solve(np.array(rows, float), np.append(scaled, lead))


def charge_gap(lead):
    trial = from_leading(lead)
    return rc * quad(lambda x: (x ** b * npoly.polyval(x, trial)) ** 2,
                     0, 1, epsabs=1e-13)[0] - inner_charge


vertex = minimize_scalar(charge_gap).x
rebuilt = from_leading(brentq(charge_gap, vertex, vertex + 100, xtol=1e-12))
assert np.max(np.abs(rebuilt - a)) < 1e-6

# Effective potential by inversion for a single valence pair.
x_grid = grid / rc
inside, near = grid < rc, grid < 15
outside = near & ~inside
phi_grid, phi_second = phi(grid), phi(grid, 2)


def invert(poly):
    chi = phi_grid.copy()
    xi = x_grid[inside]
    chi[inside] = xi ** b * npoly.polyval(xi, poly)
    ratio = np.zeros(POINTS)
    ratio[inside] = (npoly.polyval(xi, curvature(poly, b))
                     / (xi ** 2 * npoly.polyval(xi, poly) * rc ** 2))
    ratio[outside] = phi_second[outside] / phi_grid[outside]
    potential = -2.0 / grid              # ionic tail where phi is too small to divide by
    potential[near] = (eps + ratio / 2 - kernel @ chi ** 2)[near]
    return chi, potential


chi, potential = invert(a)
assert abs(np.sum(weight * chi ** 2) - 1) < 1e-6
assert abs(grid[0] ** 2 * potential[0] - b * (b - 1) / 2) < 1e-2
far = int(np.argmin(np.abs(grid - 8)))
tail = grid[far] * potential[far]
assert abs(tail + 2) < 1e-5
chi_bad, potential_bad = invert(a_taylor)
excess = np.sum(weight * chi_bad ** 2) - 1
tail_bad = grid[far] * potential_bad[far]
assert abs(excess) > 1e-4 and abs(tail_bad + 2 + excess) < 1e-5

# Fresh two-electron calculation in this potential. The tolerance covers the jump
# of the fourth derivative of chi at rc, seen by a smooth basis and a global grid.
ps_basis, ps_slope = laguerre_basis(grid, b), laguerre_basis(grid, b, 1)
ps_one_body = (0.5 * (ps_slope * weight[:, None]).T @ ps_slope
               + (ps_basis * (weight * potential)[:, None]).T @ ps_basis)
_, ps_levels, ps_vectors, _ = solve_scf(ps_one_body, grid_two_body(ps_basis), 1)
overlap = abs(np.sum(weight * chi * (ps_basis @ ps_vectors[:, 0])))
assert abs(ps_levels[0] - eps) < 5e-5
assert abs(overlap - 1) < 1e-5

print("Be, restricted Hartree-Fock; lengths in bohr, energies in hartree")
print(f"total energy, Laguerre basis      {hf_energy:.6f} hartree")
print(f"total energy, Gaussian basis      {gauss_energy:.6f} hartree")
print("largest r*|residual/phi| of the 2s equation, 2 to 8.2 bohr:")
print(f"  {SIZE} functions, decay {DECAY}/bohr: {pointwise:.1e} hartree bohr")
print(f"  {SMALL_SIZE} functions, decay {SMALL_DECAY}/bohr: "
      f"{pointwise_small:.1e} hartree bohr")
print(f"2s orbital energy                 {eps:.6f} hartree")
print(f"2s orbital energy                 {eps * HARTREE_IN_EV:.4f} eV")
print(f"outermost node of phi             {outer_node:.5f} bohr")
print(f"outermost maximum of phi          {phi_extrema[-1]:.5f} bohr")
print(f"outermost inflection of phi       {phi_inflections[-1]:.5f} bohr")
print(f"scan of rc: {scan[0]:.3f} to {scan[-1]:.3f} bohr, step {scan[1] - scan[0]:.3f} bohr")
print("smallest rc; |a0|/max|a|; min|curv|/max at its turning points; intervals")
for power, (radius, lead, touch, intervals) in table.items():
    print(f"b={power}: {radius:.6f} bohr; {lead:.1e}; {touch:.1e}; {intervals}")
print(f"smallest rc for b=2               {r_min * BOHR_IN_ANGSTROM:.5f} angstrom")
print(f"b=2, last scanned rc without real tau: {unsolvable:.3f} bohr")
print("either side of the boundary, b=2: rc (bohr), a0 (bohr^-1/2), nodes, inflections")
for factor in (0.99, 1.01):
    side = construct(factor * r_min, b)
    if side is None:
        print(f"{factor * r_min:.5f}  no real tau")
    else:
        nodes, inflections = count(factor * r_min, b, side[0])
        print(f"{factor * r_min:.5f}  {side[0][0]:.5f}  {nodes}  {inflections}")
print(f"working rc                        {rc:.2f} bohr")
print(f"charge of phi inside working rc   {inner_charge:.6f} electrons")
print("phi and its scaled derivatives rc^k phi^(k)(rc), k=0..3 (bohr^-1/2):")
print("  " + "  ".join(f"{v:.6f}" for v in scaled))
print("polynomial coefficients a0..a4 (bohr^-1/2):")
print("  " + "  ".join(f"{v:.5f}" for v in a))
print(f"largest difference from rebuilt a {np.max(np.abs(rebuilt - a)):.1e} bohr^-1/2")
print(f"nodes, inflections of chi         {count(rc, b, a)}")
print(f"inner inflection of chi           {rc * unit_roots(curvature(a, b))[0]:.5f} bohr")
print("r (bohr), phi (bohr^-1/2), chi (bohr^-1/2), U (hartree)")
for target in (0.25, 0.5, 1.0, 1.5, 2.0, 3.0, 5.0):
    i = int(np.argmin(np.abs(grid - target)))
    print(f"{grid[i]:.4f}  {phi_grid[i]:.5f}  {chi[i]:.5f}  {potential[i]:.5f}")
print(f"r*U at r = {grid[far]:.3f} bohr, normalized chi: {tail:.6f} hartree bohr")
print(f"excess charge with tau = 0        {excess:.6f} electrons")
print(f"r*U at same r, tau = 0            {tail_bad:.6f} hartree bohr")
print(f"2s energy from pseudo-atom        {ps_levels[0]:.6f} hartree")
print(f"pseudo-atom energy error          {ps_levels[0] - eps:.1e} hartree")
print(f"1 - overlap with chi              {1 - overlap:.1e}")
print("success")
```

Output:

```
Be, restricted Hartree-Fock; lengths in bohr, energies in hartree
total energy, Laguerre basis      -14.573023 hartree
total energy, Gaussian basis      -14.573007 hartree
largest r*|residual/phi| of the 2s equation, 2 to 8.2 bohr:
  70 functions, decay 3.0/bohr: 3.9e-10 hartree bohr
  30 functions, decay 1.8/bohr: 5.8e-04 hartree bohr
2s orbital energy                 -0.309270 hartree
2s orbital energy                 -8.4157 eV
outermost node of phi             0.58964 bohr
outermost maximum of phi          2.05059 bohr
outermost inflection of phi       3.37853 bohr
scan of rc: 0.595 to 4.000 bohr, step 0.005 bohr
smallest rc; |a0|/max|a|; min|curv|/max at its turning points; intervals
b=2: 1.362350 bohr; 1.9e-01; 6.1e-16; 1
b=3: 1.348053 bohr; 2.2e-01; 8.4e-17; 2
b=4: 1.374362 bohr; 2.2e-01; 1.7e-16; 2
smallest rc for b=2               0.72092 angstrom
b=2, last scanned rc without real tau: nan bohr
either side of the boundary, b=2: rc (bohr), a0 (bohr^-1/2), nodes, inflections
1.34873  2.99488  0  4
1.37597  2.68488  0  2
working rc                        1.44 bohr
charge of phi inside working rc   0.121765 electrons
phi and its scaled derivatives rc^k phi^(k)(rc), k=0..3 (bohr^-1/2):
  0.542876  0.459778  -1.459542  1.692529
polynomial coefficients a0..a4 (bohr^-1/2):
  2.06455  -5.19965  8.32610  -6.51400  1.86586
largest difference from rebuilt a 4.3e-13 bohr^-1/2
nodes, inflections of chi         (0, 2)
inner inflection of chi           1.00845 bohr
r (bohr), phi (bohr^-1/2), chi (bohr^-1/2), U (hartree)
0.2506  -0.22681  0.04178  5.52203
0.4955  -0.08030  0.12099  0.62815
0.9971  0.32591  0.34640  -0.72713
1.4946  0.55929  0.55929  -1.33790
1.9844  0.62845  0.62845  -1.00787
2.9919  0.52935  0.52935  -0.66848
5.0032  0.21886  0.21886  -0.39975
r*U at r = 8.073 bohr, normalized chi: -2.000000 hartree bohr
excess charge with tau = 0        -0.006743 electrons
r*U at same r, tau = 0            -1.993257 hartree bohr
2s energy from pseudo-atom        -0.309269 hartree
pseudo-atom energy error          2.8e-07 hartree
1 - overlap with chi              1.6e-10
success
```
